# Dynamical-quadrupole term of the electron-phonon vertex in silicon, part 1

(Sections cited here and not found follow in the second part.)

An electron in a \(\Delta\) valley of undoped silicon can scatter within the valley on an optical phonon of small wave vector \(\mathbf q\). The Born charges of silicon vanish, so the wave carries no dipole (Fröhlich) field, and symmetry forbids the ordinary optical deformation potential on the \(\Delta\) line. For a general direction of \(\mathbf q\) the coupling nevertheless does not vanish as \(q\to0\) (along the cube axes it does, as shown in A.5). Each displaced atom carries an induced quadrupole, the quadrupoles of the two sublattices add in an optical mode, and their field gives a vertex that is finite, independent of \(|\mathbf q|\) and dependent on \(\hat{\mathbf q}\). A function with a direction-dependent limit cannot be Fourier-interpolated from short-ranged real-space data, so an implementation has to treat it in closed form.

## A.1 Conventions

Hartree atomic units are used, and repeated Cartesian indices are summed. The crystal is an undoped insulator with time-reversal symmetry and cell volume \(\Omega\), described by Kohn-Sham theory with a local or semilocal functional. The electrons respond statically, which requires the phonon energy to be small against the gap. Atom \(\kappa\) in cell \(\mathbf R\) is displaced by \(u_{\kappa\beta}\,e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}\), with the phase taken at the atom. Eigenvectors \(e^{(R)}\) that go with the phase \(e^{i\mathbf q\cdot\mathbf R}\) are converted by \(e_\kappa=e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}e^{(R)}_\kappa\). \(V\) is the potential energy of an electron, \(n\) the electron number density, and \(\rho\) a charge density with ions positive.

For a local pseudopotential \(v\) of valence \(Z\), displacing the atoms changes the potential by \(-\sum_{\mathbf R}u_{\kappa\beta}e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}\partial_\beta v(\mathbf r-\mathbf R-\boldsymbol\tau_\kappa)\). The lattice sum selects wave vectors \(\mathbf q+\mathbf G\), the gradient gives \(i(\mathbf q+\mathbf G)_\beta\), and the position factor \(e^{-i(\mathbf q+\mathbf G)\cdot\boldsymbol\tau_\kappa}\) combines with \(e^{i\mathbf q\cdot\boldsymbol\tau_\kappa}\). Per unit displacement,
\[
\delta V^{\rm ext}_{\mathbf G}=-\,i(\mathbf q+\mathbf G)_\beta\,\frac{v(|\mathbf q+\mathbf G|)}{\Omega}\,e^{-i\mathbf G\cdot\boldsymbol\tau_\kappa}. \tag{1}
\]
The self-consistent change obeys
\[
\delta V=\delta V^{\rm ext}+K\chi^0\,\delta V,\qquad K_{\mathbf{GG}'}=\frac{4\pi\,\delta_{\mathbf{GG}'}}{|\mathbf q+\mathbf G|^2}+f^{xc}_{\mathbf G-\mathbf G'},\qquad \delta n=\chi^0\delta V, \tag{2}
\]
where first-order perturbation theory for \(N_k\) points and two spins gives
\[
\chi^0_{\mathbf{GG}'}=\frac{2}{N_k\Omega}\sum_{\mathbf k nm}\frac{f_n-f_m}{\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k+\mathbf q}}P^*_{mn}(\mathbf G)P_{mn}(\mathbf G'),\qquad P_{mn}(\mathbf G)=\langle u_{m\mathbf k+\mathbf q}|e^{i\mathbf G\cdot\mathbf r}|u_{n\mathbf k}\rangle .
\]
Nonlocal projectors are short-ranged, so they enter only the analytic (sc) quantities defined next. Through the density they induce they change the values of \(Z^*\) and \(Q\), but not the form of the result.

## A.2 Exact separation of the macroscopic field

Two terms in (1) and (2) are singular at \(q=0\), both in the \(\mathbf G=0\) component. With \(e_0\) the unit vector of that component, \(K=K^{sc}+(4\pi/q^2)e_0e_0^T\). At \(\mathbf G=0\) the form factor is \(v(q)=-4\pi Z/q^2+v_s(q)\) with \(v_s\) regular, so that \(\delta V^{\rm ext}=\delta V^{\rm ext,sc}-(4\pi/q^2)\rho^{\rm ion}e_0\), where \(\rho^{\rm ion}=-iq_\beta Z/\Omega\) is the charge wave of displaced point ions. The label sc (short circuit) marks quantities from which the macroscopic Coulomb term is removed. Inserting both splittings in (2) and collecting the singular pieces,
\[
\delta V=\delta V^{\rm ext,sc}+K^{sc}\chi^0\delta V+U e_0,\qquad U=\frac{4\pi}{q^2}\,(\delta n_0-\rho^{\rm ion}). \tag{3}
\]
\(U\) is the electron's energy in the potential of the total macroscopic charge \(\rho^{\rm ion}-\delta n_0\). Equation (3) is linear, with sources \(\delta V^{\rm ext,sc}\) and \(Ue_0\), so
\[
\delta V=\delta V^{sc}+U\,W,\qquad \delta V^{sc}=(1-K^{sc}\chi^0)^{-1}\delta V^{\rm ext,sc},\qquad W=(1-K^{sc}\chi^0)^{-1}e_0 . \tag{4}
\]
Applying \(\chi^0\) and taking the \(\mathbf G=0\) row gives \(\delta n_0=\delta n_0^{sc}+U\bar\chi\) with \(\bar\chi=(\chi^0W)_0\). Putting this into the definition of \(U\), with \(\rho^{sc}=\rho^{\rm ion}-\delta n^{sc}_0\), yields \(U=-(4\pi/q^2)(\rho^{sc}-U\bar\chi)\), and hence, at any \(\mathbf q\),
\[
U=-\frac{4\pi\rho^{sc}(\mathbf q)}{q^2\epsilon(\mathbf q)},\qquad q^2\epsilon(\mathbf q)=q^2-4\pi\bar\chi(\mathbf q). \tag{5}
\]

All sc quantities are analytic near \(q=0\). The gap keeps the denominators of \(\chi^0\) finite, \(4\pi/|\mathbf q+\mathbf G|^2\) is analytic for \(\mathbf G\ne0\), a local \(f^{xc}_{\mathbf G-\mathbf G'}\) does not depend on \(\mathbf q\) and a semilocal kernel only gains gradient factors \(\mathbf q+\mathbf G\) and \(\mathbf q+\mathbf G'\), polynomial in \(\mathbf q\), and \(1-K^{sc}\chi^0\) is assumed invertible (electronic stability). The argument fails for metals, and it must be redone for a kernel that has its own small-\(q\) singularity.

## A.3 Small-\(q\) expansions

**The function \(W\).** From \((1-A)^{-1}=1+(1-A)^{-1}A\), \(W=e_0+(1-K^{sc}\chi^0)^{-1}K^{sc}\chi^0e_0\). The column \(\chi^0_{\mathbf G0}\) contains \(P_{mn}(0)\) between a valence and a conduction state, which vanishes at \(q=0\) by orthogonality and is therefore \(O(q)\). Thus \(W(\mathbf r)=1+iq_\gamma v^\gamma(\mathbf r)+O(q^2)\), where \(v^\gamma\) is the local-field potential that accompanies a uniform field.

**The denominator.** \(\bar\chi\) is the \(00\) element of the sc response \(\chi^0(1-K^{sc}\chi^0)^{-1}\). A static response is a second derivative of an energy, so its kernel is symmetric in \(\mathbf r,\mathbf r'\), and \(\bar\chi(\mathbf q)\propto\iint e^{-i\mathbf q\cdot(\mathbf r-\mathbf r')}\bar\chi(\mathbf r,\mathbf r')\) is even in \(\mathbf q\). It vanishes at \(q=0\) because the column \(\chi^0_{\mathbf G0}\) does. Therefore \(q^2\epsilon(\mathbf q)=q_\alpha\epsilon_{\alpha\gamma}q_\gamma+O(q^4)\). The missing cubic term matters: multiplied by the \(1/q\) dipole term it would have contributed at order \(q^0\).

**The numerator.** Let \(f_{\kappa\beta}(\mathbf r)\) be a charge distribution, measured from the atom, whose transform near \(q=0\) is \(\Omega\rho^{sc}\); a sum of such clouds with the phases of A.1 reproduces the macroscopic charge. Expanding \(e^{-i\mathbf q\cdot\mathbf r}=1-iq_\alpha r_\alpha-\tfrac12q_\alpha q_\gamma r_\alpha r_\gamma+\dots\),
\[
\Omega\rho^{sc}_{\kappa\beta}=-iq_\alpha Z^*_{\kappa,\alpha\beta}-\tfrac12q_\alpha q_\gamma Q^{\alpha\gamma}_{\kappa\beta}+O(q^3),\qquad Z^*_{\kappa,\alpha\beta}=\!\int\! r_\alpha f_{\kappa\beta},\quad Q_{\kappa\beta}^{\alpha\gamma}=\!\int\! r_\alpha r_\gamma f_{\kappa\beta}. \tag{6}
\]
The Taylor coefficients are the operational definition of \(Z^*\) and \(Q\). There is no monopole, since \(\rho^{\rm ion}\) and the row \(\chi^0_{0\mathbf G}\) both vanish at \(q=0\). A real displacement induces a real charge, so \(\rho^{sc}(-\mathbf q)=\rho^{sc}(\mathbf q)^*\): \(Z^*\) and \(Q\) are real, odd orders sit in the imaginary part and even orders in the real part. Keeping or dropping \(v_s\) at \(\mathbf G=0\) changes \(\delta n_0^{sc}\) by \(-iq_\beta v_s\bar\chi/\Omega=O(q^3)\) and affects neither tensor. Moments taken about a point shifted by \(\mathbf d\) give \(Q^{\alpha\gamma}-d_\alpha Z^*_{\gamma\beta}-d_\gamma Z^*_{\alpha\beta}\), so \(Q\) is tied to the phase convention unless \(Z^*=0\).

Inserting (6) in (5), the two minus signs cancel:
\[
U=\frac{4\pi}{\Omega}\sum_{\kappa\beta}\frac{iq_\alpha Z^*_{\kappa,\alpha\beta}+\tfrac12q_\alpha q_\gamma Q^{\alpha\gamma}_{\kappa\beta}}{\mathbf q\cdot\boldsymbol\epsilon\cdot\mathbf q}\,u_{\kappa\beta}+O(q). \tag{7}
\]

## A.4 The vertex

For mode \(\nu\) the amplitude per quantum is \(u_{\kappa\beta}=e_{\kappa\beta,\nu}/\sqrt{2M_\kappa\omega_\nu}\) with \(\sum_\kappa|\mathbf e_\kappa|^2=1\). With cell-normalized \(u_{n\mathbf k}\), (4) gives \(g_{mn\nu}=\langle u_{m\mathbf k+\mathbf q}|\delta V^{sc}|u_{n\mathbf k}\rangle+U\langle u_{m\mathbf k+\mathbf q}|W|u_{n\mathbf k}\rangle\). In a smooth gauge,
\[
\langle u_{m\mathbf k+\mathbf q}|W|u_{n\mathbf k}\rangle=\delta_{mn}+q_\gamma\big[\langle\partial_{k_\gamma}u_{m\mathbf k}|u_{n\mathbf k}\rangle+i\langle u_{m\mathbf k}|v^\gamma|u_{n\mathbf k}\rangle\big]+O(q^2).
\]
Inside a degenerate multiplet \(\delta_{mn}\) becomes the overlap matrix between the bases chosen at \(\mathbf k+\mathbf q\) and \(\mathbf k\), which is unitary in the limit \(q\to0\). Write \(U=U^Z+U^Q\) with \(U^Z\sim1/q\). The vertex has the Fröhlich term \(U^Z\delta_{mn}\) at order \(1/q\). At order \(q^0\) it has the analytic term \(\langle u_m|\delta V^{sc}(0)|u_n\rangle\), the product of \(U^Z\) with the bracket (Berry connection and local fields), and
\[
g^Q_{mn\nu}=\delta_{mn}\frac{4\pi}{\Omega}\sum_{\kappa\beta}\frac{e_{\kappa\beta,\nu}}{\sqrt{2M_\kappa\omega_\nu}}\;\frac{\tfrac12\,\hat q_\alpha\hat q_\gamma Q^{\alpha\gamma}_{\kappa\beta}}{\hat{\mathbf q}\cdot\boldsymbol\epsilon\cdot\hat{\mathbf q}} . \tag{8}
\]
Numerator and denominator are both quadratic in \(\mathbf q\), so the magnitude cancels. In a polar crystal (8) is only one of the non-analytic \(q^0\) terms. For \(Z^*=0\) it is the only one, and it is the same number for every band and every \(\mathbf k\).

A part of \(Q^{\alpha\gamma}\) proportional to \(\epsilon_{\alpha\gamma}\) gives a constant in (8), which is analytic. For cubic \(\epsilon\) the non-analytic part is the traceless one, an \(l=2\) function of \(\hat{\mathbf q}\). In real space, expanding \(1/|\mathbf r-\mathbf r'|\) to second order in \(\mathbf r'\) gives the potential \(\phi=\tfrac1{2\epsilon}Q^{\alpha\gamma}\partial_\alpha\partial_\gamma(1/r)\) around one displaced atom. For \(Q^{xy}=Q^{yx}=Q\) the two equal terms cancel the factor \(\tfrac12\), and \(\partial_x\partial_y(1/r)=3xy/r^5\), so \(\phi=3Qxy/(\epsilon r^5)\). Its transform is \(-4\pi Qq_xq_y/(\epsilon q^2)\), and the electron energy \(-\phi\) reproduces the sign of (7). This \(r^{-3}\) tail is what a finite supercell truncates.

## A.5 Diamond structure

Put the origin at a bond centre, atom 1 at \(-\boldsymbol\tau\) and atom 2 at \(+\boldsymbol\tau\), with \(\boldsymbol\tau=(a/8)(1,1,1)\). Atom 1 then has a neighbour at \(+(a/4)(1,1,1)\), and this choice fixes the sign of \(Q\). Removing the \(\mathbf G=0\) term respects the space group, so the tensors in (6) are invariant under it.

The site group is \(T_d\). Under the two-fold rotation \(C_{2x}=\mathrm{diag}(1,-1,-1)\) a tensor component with \(n_x,n_y,n_z\) indices of each kind is multiplied by \((-1)^{n_y+n_z}\). Invariance under the three such rotations requires \(n_x,n_y,n_z\) to have equal parity. For rank 2 all are even, so \(Z^*\) is diagonal, and the three-fold axis makes it \(Z^*_\kappa\delta_{\alpha\beta}\); likewise \(\epsilon_{\alpha\gamma}=\epsilon\,\delta_{\alpha\gamma}\). For rank 3 the sum is odd, so all are odd and each index occurs once; the three-fold axis and the diagonal mirrors permute the indices, so \(Q^{\alpha\gamma}_{\kappa\beta}=Q_\kappa|\varepsilon_{\beta\alpha\gamma}|\), which is traceless in \(\alpha\gamma\).

Inversion maps atom 1 displaced by \(\mathbf u\) onto atom 2 displaced by \(-\mathbf u\), and the cloud at \(\mathbf r\) onto \(-\mathbf r\). Hence \(f_{2\beta}(\mathbf r)=-f_{1\beta}(-\mathbf r)\), which gives \(Z^*_2=Z^*_1\) from the first moment and \(Q_2=-Q_1\equiv-Q\) from the second. A rigid translation \(\mathbf u\) changes the polarization by \(\mathbf u\) times the total charge per volume, which is zero, so \(Z_1^*+Z_2^*=0\) and \(Z^*=0\). No such condition restricts \(Q\).

Four point charges proportional to \(b_z\) on the tetrahedral sites \(\mathbf b=(1,1,1),(1,-1,-1),(-1,1,-1),(-1,-1,1)\) bohr, with their dipole cancelled at the centre, illustrate the pattern: charge moved between compressed and stretched bonds has \(\sum b_zb_xb_y=4\), while the diagonal, \(xz\) and \(yz\) moments vanish.

Contracting with the direction, \(\tfrac12\hat q_\alpha\hat q_\gamma|\varepsilon_{\beta\alpha\gamma}|=w_\beta\), with
\[
\mathbf w=(\hat q_y\hat q_z,\ \hat q_z\hat q_x,\ \hat q_x\hat q_y).
\]
The quadrupole part of (7) becomes \((4\pi/\Omega\epsilon)\,Q\,\mathbf w\cdot(\mathbf u_1-\mathbf u_2)\). For the acoustic pattern \(\mathbf u_1=\mathbf u_2\) it cancels at order \(q^0\); at order \(q\) it returns through the internal-strain part of the eigenvector, together with the octupole term of (6), which is not treated here. For the optical pattern \(\mathbf u_1=-\mathbf u_2=u\hat{\mathbf e}\) it doubles. With \(\mathbf e_{1}=-\mathbf e_2=\hat{\mathbf e}/\sqrt2\) the amplitude is \(u=1/\sqrt{4M\omega}\), and
\[
D_\beta=\frac{4\pi}{\Omega\epsilon}\,2Q\,w_\beta,\qquad g^Q=\frac{\mathbf D\cdot\hat{\mathbf e}}{\sqrt{4M\omega}} . \tag{9}
\]
The dipole term of the pure optical pattern is proportional to \(Z_1^*-Z_2^*\) and vanishes by inversion even when a finite \(k\) mesh violates the sum rule. The true eigenvector, however, has an \(O(q)\) acoustic admixture, which a residual \(Z^*/q\) would turn into a spurious \(q^0\) term, so the sum rule must be imposed on \(Z^*\).

Along \([100]\), \(\mathbf w=0\) and the term vanishes. Along \([110]\), \(\mathbf w=(0,0,\tfrac12)\), so only the transverse mode polarized along \([001]\) couples. Along \([111]\), \(\mathbf w=\tfrac13(1,1,1)\) is parallel to \(\mathbf q\), only the longitudinal mode couples, and \(|\mathbf w|^2=\tfrac13\). This is the maximum, because \(ab+bc+ca\le(a+b+c)^2/3\) for \(a,b,c=\hat q_x^2,\hat q_y^2,\hat q_z^2\). Along \([123]\), \(\mathbf w=(6,3,2)/14\) and \(|\mathbf w|^2=49/196=\tfrac14\). In general \(\mathbf w\cdot\hat{\mathbf q}=3\hat q_x\hat q_y\hat q_z\). The sum of \(|g^Q|^2\) over the three degenerate modes contains \(|\mathbf w|^2\) and does not depend on the polarization basis. The average \(\langle\mathbf w\rangle\) is zero because each component is odd in \(\hat q_x\) or \(\hat q_y\). The isotropic tensor \(\langle\hat q_\alpha\hat q_\beta\hat q_\gamma\hat q_\delta\rangle=A(\delta_{\alpha\beta}\delta_{\gamma\delta}+\delta_{\alpha\gamma}\delta_{\beta\delta}+\delta_{\alpha\delta}\delta_{\beta\gamma})\) contracts to \(A(9+3+3)=1\), so \(\langle\hat q_x^2\hat q_y^2\rangle=\tfrac1{15}\) and \(\langle|\mathbf w|^2\rangle=\tfrac15\).

This part has derived the quadrupole term of the vertex in closed form and, for the diamond structure, reduced it to equation (9), with one constant \(Q\) and an explicit dependence on the direction of \(\mathbf q\). It remains to place this term within the full vertex, consider corrections and free carriers, obtain the zone-centre frequency, and test the result numerically for silicon.
